# Mean conductance of chaotic cavities and the weak-localization correction

**Q.** You want the average conductance of a cavity whose shape you do not specify. What is left to calculate with?

**A.** Symmetry and conservation of probability. The cavity is connected to two reservoirs by leads with $N_1$ and $N_2$ propagating orbital modes, and $N=N_1+N_2$. Electrons are non-interacting and phase-coherent, the temperature is zero and the voltage $V$ is small. The scattering matrix $S$ at the Fermi energy turns incoming amplitudes $a$ into outgoing amplitudes $b=Sa$. Modes are normalized to unit flux, so current conservation reads $S^\dagger S=1$.

**Q.** How does $S$ give a conductance?

**A.** A mode with velocity $v$ has $dE/(hv)$ right-moving states per unit length in the energy interval $dE$, where $h=2\pi\hbar$. Its current is $ev\,dE/(hv)=e\,dE/h$; the velocity cancels. The voltage opens a window of width $eV$, so a fully transmitted mode contributes $e^2V/h$. Summing over all modes, each spin state counted separately, gives the Landauer formula

$$G=\frac{e^2}{h}\sum_{a\in 1}\sum_{b\in 2}|S_{ba}|^2\equiv\frac{2e^2}{h}\,T .$$

If spin plays no role, the two spin states contribute equally. Then $T$ is the sum of $|S_{ba}|^2$ over orbital modes alone. If spin is mixed by spin-orbit coupling, $T$ is half the sum over all spin-resolved modes. The unit $2e^2/h=e^2/(\pi\hbar)$ has this form in Gaussian units as well as in SI; the electron mass has dropped out with the velocity.

**Q.** Unitarity holds for every cavity. Where does a magnetic field make a difference?

**A.** Through time reversal. Let $\phi_i$ be the incoming modes, and choose as outgoing modes their time reverses $\Theta\phi_i$, which lie in the same lead. A scattering state has the asymptotic form

$$\psi=\sum_i a_i\phi_i+\sum_i b_i\,\Theta\phi_i,\qquad b=Sa .$$

The operator $\Theta$ is antiunitary, so it conjugates coefficients. Write $\Theta^2=\tau$, with $\tau=+1$ for orbital motion without spin and $\tau=-1$ for spin $1/2$. Then

$$\Theta\psi=\sum_i a_i^*\,\Theta\phi_i+\tau\sum_i b_i^*\phi_i .$$

Here the incoming amplitudes are $\tau b^*$ and the outgoing ones are $a^*$. If the Hamiltonian commutes with $\Theta$, this is also a solution at the same energy, and the same $S$ must connect them:

$$a^*=\tau S b^*=\tau SS^*a^* .$$

This holds for any $a$, so $SS^*=\tau$. The complex conjugate of $S^\dagger S=1$ is $S^TS^*=1$, so the inverse of $S^*$ is $S^T$. Multiplying $SS^*=\tau$ from the right by $S^T$ gives

$$S=\tau S^T .$$

There are three cases:

- $\beta=1$: time reversal holds and spin is a spectator. $S$ is symmetric, of dimension $M=N$.
- $\beta=2$: a magnetic field breaks time reversal. $S$ is unitary without further constraint; with spin as a spectator, $M=N$.
- $\beta=4$: time reversal holds and spin-orbit coupling mixes the spins. $S$ is antisymmetric, of dimension $M=2N$.

The numerical check builds $S$ from random Hermitian matrices of each symmetry type, used as Hamiltonians and coupled to the modes. It finds the symmetric and antisymmetric forms to rounding error, and a clear violation of $S=S^T$ in a field.

**Q.** These are constraints, not a probability distribution. What do you average over?

**A.** Here comes the physical assumption: in an ensemble of chaotic cavities, obtained by varying the shape or the energy, every scattering matrix allowed by symmetry is equally likely. "Equally likely" is defined through the Haar measure on unitary matrices $U$, the measure unchanged by $U\to VU$ and $U\to UV$ for any fixed unitary $V$. The circular ensembles are

$$S=UU^T\ (\beta=1),\qquad S=U\ (\beta=2),\qquad S=UJU^T\ (\beta=4),$$

where $J$ is block diagonal with blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Replacing $U$ by $VU$ shows that for $\beta=1$ and $4$ the distribution is invariant under

$$S\to VSV^T .$$

For $\beta=2$ it is invariant under $S\to VSV'$ with independent $V$ and $V'$.

**Q.** Could $UU^T$ miss some symmetric unitary matrices?

**A.** No. Write a symmetric unitary matrix as $S=X+iY$ with $X,Y$ real and symmetric. Since $S^\dagger=S^*$, unitarity says

$$1=(X+iY)(X-iY)=X^2+Y^2+i(YX-XY).$$

The imaginary part must vanish, so $X$ and $Y$ commute and one real orthogonal matrix $O$ diagonalizes both. Thus $S=Oe^{i\theta}O^T$ with $\theta$ a real diagonal matrix, which is $UU^T$ for $U=Oe^{i\theta/2}$.

For an antisymmetric unitary $S$, take any unit vector $v$ and set $w=Sv^*$. Antisymmetry gives $v^\dagger w=\sum_{ij}v_i^*S_{ij}v_j^*=0$, and $SS^*=-1$ gives $Sw^*=-v$. So $w$ and $v$, taken as two columns of $U$, satisfy $SU^*=UJ$ within this pair. If $x$ is orthogonal to both, so is $Sx^*$: $v^\dagger Sx^*=-x^\dagger Sv^*=-x^\dagger w=0$ and $w^\dagger Sx^*=-x^\dagger Sw^*=x^\dagger v=0$. The construction can therefore be repeated in the remaining space until $U$ is complete, and $SU^*=UJ$ means $S=UJU^T$.

**Q.** What real cavities does the assumption exclude?

**A.** Choose $V=e^{i\varphi}1$. Then $S$ and $e^{2i\varphi}S$ are equally likely for every $\varphi$ (for $\beta=2$ this is a special case of the larger invariance), so $\langle S\rangle=0$. A tunnel barrier at an opening reflects part of the wave promptly, with an amplitude that survives the average. A direct path from one lead to the other likewise transmits part of the wave promptly. Both are excluded. They violate $\langle S\rangle=0$ as long as the average leaves the phase of the prompt amplitude fixed. An energy average wide enough to scramble the phase $kL$ of a direct path of length $L$ restores $\langle S\rangle=0$, but the extra transmission probability remains, so $\langle S\rangle=0$ is necessary for the uniform distribution and not sufficient. Loss of phase coherence is excluded too, as are fields too weak to complete the change from $\beta=1$ to $\beta=2$ and fields strong enough to guide electrons along the walls, which opens direct paths. Cavities with a spatial symmetry are excluded as well, because the symmetry constrains $S$ beyond time reversal. Take $n$ modes in each lead and $\beta=1$. A mirror that exchanges the leads gives both leads the same reflection block $r$ and the same transmission block $t$; then $S_\pm=r\pm t$ are independent symmetric unitary matrices, $T=\tfrac n2-\tfrac12\mathrm{Re}\,\mathrm{tr}\,S_+S_-^\dagger$ averages to $n/2$, and the correction derived below is absent. A mirror through both leads splits the cavity, for even $n$, into two independent ones with $n/2$ modes per lead, which doubles the large-$n$ correction. That a given billiard obeys the uniform distribution is an assumption here; neither the algebra nor the numerical check establishes it.

**Q.** Granted. You still face an integral over a large matrix group.

**A.** The integral can be avoided, because we need two numbers:

$$A=\langle|S_{aa}|^2\rangle,\qquad B=\langle|S_{ab}|^2\rangle\quad(a\ne b).$$

Taking $V$ to be a permutation matrix relabels the modes, so $A$ does not depend on $a$, and $B$ does not depend on the pair. Each column of $S$ has unit norm, which gives

$$A+(M-1)B=1. \tag{1}$$

For $\beta=2$, rows and columns can be permuted independently. A diagonal element can then be moved to an off-diagonal place, so $A=B=1/N$. For $\beta=4$, antisymmetry gives $S_{aa}=0$, so $A=0$ and (1) yields $B=1/(2N-1)$.

**Q.** For $\beta=1$ you have one equation and two unknowns.

**A.** The second equation comes from rotating two modes $a$ and $b$ by 45°. Take $V_{aa}=V_{ab}=V_{bb}=1/\sqrt2$ and $V_{ba}=-1/\sqrt2$, with $V$ the identity on the other modes. With $S_{ab}=S_{ba}$,

$$S'_{aa}=\sum_{ij}V_{ai}S_{ij}V_{aj}=\tfrac12\left(S_{aa}+S_{bb}+2S_{ab}\right).$$

By invariance $\langle|S'_{aa}|^2\rangle=A$. Expanding the square,

$$A=\tfrac14\left(A+A+4B\right)+\text{cross terms}.$$

The cross terms contain the real parts of $\langle S_{aa}S_{bb}^*\rangle$, $\langle S_{aa}S_{ab}^*\rangle$ and $\langle S_{bb}S_{ab}^*\rangle$. Now use a different $V$, diagonal, which multiplies mode $a$ by $e^{i\varphi}$. It sends $S_{aa}\to e^{2i\varphi}S_{aa}$ and $S_{ab}\to e^{i\varphi}S_{ab}$, and leaves $S_{bb}$ alone. The three averages acquire the factors $e^{2i\varphi}$, $e^{i\varphi}$ and $e^{-i\varphi}$, yet must stay unchanged for every $\varphi$. They vanish. What remains is $4A=2A+4B$, so

$$A=2B .$$

Equation (1) becomes $(N+1)B=1$, hence

$$B=\frac1{N+1},\qquad A=\frac2{N+1}.$$

**Q.** So a wave returns into its own time-reversed mode twice as often as into any other given mode. Is that really due to time reversal, or to your choice of rotation?

**A.** Apply the same rotation for $\beta=2$. Now $S_{ab}$ and $S_{ba}$ are different elements, and

$$S'_{aa}=\tfrac12\left(S_{aa}+S_{bb}+S_{ab}+S_{ba}\right).$$

Independent phases on rows and columns remove every cross term, including $\langle S_{ab}S_{ba}^*\rangle$. The result is $A=\tfrac14(2A+2B)$, or $A=B$. The difference is that two uncorrelated amplitudes contribute $B+B=2B$, while two equal amplitudes contribute $|2S_{ab}|^2$, which averages to $4B$. Time reversal makes $S_{ab}$ and $S_{ba}$ equal, and their constructive interference produces the doubling.

**Q.** Then assemble the conductance.

**A.** Transmission connects different leads, so it involves off-diagonal elements alone, each with average $B$. For $\beta=1$ and $2$ there are $N_1N_2$ of them:

$$\langle T\rangle_{\beta=1}=\frac{N_1N_2}{N+1},\qquad \langle T\rangle_{\beta=2}=\frac{N_1N_2}{N}.$$

For $\beta=4$ there are $2N_1\times2N_2$ elements, and $T$ is half their sum:

$$\langle T\rangle_{\beta=4}=\frac12\,\frac{4N_1N_2}{2N-1}=\frac{N_1N_2}{N-\frac12}.$$

The numbers added to $N$ in the denominators are $1$, $0$ and $-\tfrac12$. These are the values of $-1+2/\beta$ at $\beta=1,2,4$, so the three results combine into

$$\boxed{\langle T\rangle=\frac{N_1N_2}{N_1+N_2-1+2/\beta}},\qquad \langle G\rangle=\frac{2e^2}{h}\langle T\rangle .$$

No large-$N$ approximation was made: within the circular ensembles this holds for any $N_1,N_2\ge1$.

**Q.** Test it where I can follow every factor.

**A.** Take one mode in each lead. The formula gives $1/3$, $1/2$ and $2/3$ for $\beta=1,2,4$. For $\beta=1$, write the first row of $U$ as $(\cos\vartheta\,e^{if},\ \sin\vartheta\,e^{ig})$ and the second as $(-\sin\vartheta\,e^{-ig},\ \cos\vartheta\,e^{-if})$; an overall phase does not affect probabilities. Then

$$(UU^T)_{21}=\sin\vartheta\cos\vartheta\left(e^{i(g-f)}-e^{-i(g-f)}\right)=i\sin2\vartheta\,\sin(g-f).$$

Under the Haar measure the phases are uniform, and so is $p=\sin^2\vartheta$ on $[0,1]$. The average of $\sin^22\vartheta=4p(1-p)$ is $4(\tfrac12-\tfrac13)=\tfrac23$, and the average of $\sin^2(g-f)$ is $\tfrac12$. Their product is $\tfrac13$, as required. Numerical quadrature over $U(2)$ gives the same value, and random sampling confirms the formula for all three classes, also with unequal leads.

**Q.** Which part of this is weak localization?

**A.** First identify the classical part. If a particle forgets how it entered and leaves through any of the $N$ modes with equal probability, it exits through lead 2 with probability $N_2/N$. Summed over $N_1$ incoming modes this is $N_1N_2/N$, the $\beta=2$ result. It also satisfies $1/T=1/N_1+1/N_2$, two contact resistances in series. The weak-localization correction is the deviation from it when time reversal holds:

$$\delta T=\frac{N_1N_2}{N+1}-\frac{N_1N_2}{N}=N_1N_2\,\frac{N-(N+1)}{N(N+1)}=-\frac{N_1N_2}{N(N+1)} .$$

**Q.** I was told that the correction is $-1/4$. This depends on the number of modes.

**A.** The value $-1/4$ is a limit. For leads with equal numbers of modes, $N_1=N_2=n$ and $N=2n$, so

$$\delta T=-\frac{n^2}{2n(2n+1)}=-\frac{n}{2(2n+1)}=-\frac14+\frac{1}{4(2n+1)} .$$

The last form is checked by a common denominator: $-(2n+1)+1=-2n$, over $4(2n+1)$. As $n\to\infty$,

$$\delta T\to-\frac14,\qquad \delta G\to-\frac14\,\frac{2e^2}{h}.$$

At $n=1$ the correction is $-1/6$, at $n=5$ it is $-0.227$, and at $n=100$ it is $-0.2488$.

With unequal leads the limit is different. Keep $x=N_1/N$ fixed while $N$ grows: $\delta T=-x(1-x)N/(N+1)\to-x(1-x)$. Its magnitude is largest, $1/4$, at $x=1/2$.

**Q.** Going from $\beta=2$ to $\beta=1$, the return probability grows by the factor $2N/(N+1)$, which approaches $2$ for many modes. Why does that cost a quarter of a conductance unit, and not some other fraction?

**A.** Follow the probability that enters through lead 1, summed over its $N_1$ modes, and compare $\beta=1$ with $\beta=2$. Return into the time-reversed mode changes by

$$N_1\left(\frac2{N+1}-\frac1N\right)=\frac{N_1(N-1)}{N(N+1)} .$$

Every other outgoing mode changes by $\frac1{N+1}-\frac1N=-\frac1{N(N+1)}$ for each incoming mode. The other reflections involve $N_1(N_1-1)$ pairs and transmission $N_1N_2$ pairs, so they change by

$$-\frac{N_1(N_1-1)}{N(N+1)}\qquad\text{and}\qquad-\frac{N_1N_2}{N(N+1)} .$$

The three changes add to zero, since $(N-1)-(N_1-1)-N_2=0$. For large symmetric leads the gain tends to $1/2$. Unitarity takes it equally from all other outgoing modes, half of which are in each lead. Transmission thus pays $1/4$, and the remaining reflections pay the other $1/4$.

**Q.** And with spin-orbit coupling?

**A.** The sign reverses. Return into the time-reversed mode is now forbidden, $S_{aa}=0$, and the missing probability goes to the other modes:

$$\delta T_{\beta=4}=\frac{N_1N_2}{N-\frac12}-\frac{N_1N_2}{N}=\frac{N_1N_2}{N(2N-1)} .$$

For $N_1=N_2=n$ this is $n/[2(4n-1)]$, which tends to $+1/8$. This is weak antilocalization. The reference value $N_1N_2/N$ also holds when a field is added to the spin-orbit coupling: $S$ is then a unitary matrix of dimension $2N$ without further constraint, each $|S_{ab}|^2$ averages to $1/(2N)$, and half the sum over $4N_1N_2$ elements is $N_1N_2/N$.

**Q.** Give me a case with numbers.

**A.** Take a model cavity with $N_1=N_2=5$. The conductance unit is $2e^2/h=77.48$ microsiemens.

- $\beta=1$: $\langle T\rangle=25/11=2.273$, so $\langle G\rangle=176.1$ microsiemens.
- $\beta=2$: $\langle T\rangle=25/10=2.500$, so $\langle G\rangle=193.7$ microsiemens.
- $\beta=4$: $\langle T\rangle=25/9.5=2.632$, so $\langle G\rangle=203.9$ microsiemens.

The weak-localization correction is $2.273-2.500=-0.227$, or $-17.6$ microsiemens. The limit $-1/4$ would correspond to $-19.4$ microsiemens. The probability budget is $5\cdot9/110=+0.409$ for return into the time-reversed mode, $-5\cdot4/110=-0.182$ for the other reflections and $-25/110=-0.227$ for transmission.

**Q.** Within this model and without spin-orbit coupling, a field that completes the change from $\beta=1$ to $\beta=2$ removes the correction, so the average conductance rises. Would I see this rise in a single cavity?

**A.** Not reliably. In the numerical sample of 10000 matrices for $\beta=1$, the standard error of the mean is $0.0034$. Multiplying by $\sqrt{10000}=100$ gives the spread of $T$ from one member to the next, about $0.34$. That exceeds the correction of $0.23$, so one measurement in each symmetry class does not isolate it. An average over shapes or energies is needed.

**Q.** Did the sampling also confirm the approach to $-1/4$?

**A.** Not by itself; it is consistent with the formula but too noisy to resolve the trend. For $n=20$ the formula gives $-0.244$, and 4000 sampled matrices gave $-0.232\pm0.007$, where the uncertainty is one standard error. The deviation is about $1.8$ standard errors, inside the five allowed by the test. The sample is also within one standard error of the $n=5$ value $-0.227$, so it shows only a correction close to a quarter; the limit itself rests on the algebra above.

## Calculated quantities

```
Cavity Hamiltonians (dimensionless):
 no spin-orbit, no field: max|S-S^T| = 2.8e-16
 magnetic field:          max|S-S^T| = 0.816
 spin-orbit, no field:    max|S+S^T| = 1.4e-15
U(2) quadrature, beta=1, N1=N2=1: <T> = 0.33333333
Haar sampling, 10000 matrices per row, T in 2e^2/h:
 beta N1 N2  sampled  std.err  formula
  1   1  1  0.3319   0.0030   0.3333
  2   1  1  0.5015   0.0029   0.5000
  4   1  1  0.6649   0.0024   0.6667
  1   2  3  0.9982   0.0031   1.0000
  2   2  3  1.1964   0.0024   1.2000
  4   2  3  1.3313   0.0018   1.3333
  1   5  5  2.2693   0.0034   2.2727
  2   5  5  2.5025   0.0025   2.5000
  4   5  5  2.6337   0.0018   2.6316
Mode-resolved probabilities, beta=1, N1=N2=5:
 same mode:  sampled 0.18195 +- 0.00053, formula 0.18182
 other mode: sampled 0.09089 +- 0.00006, formula 0.09091
Change from beta=2 to beta=1, N1=N2=5 (probability sums):
 return to same mode  sampled +0.4135 +- 0.0036, formula +0.4091
 other reflection     sampled -0.1829 +- 0.0041, formula -0.1818
 transmission         sampled -0.2307 +- 0.0034, formula -0.2273
N1=N2=20: sampled T(beta=1)-T(beta=2) = -0.2320 +- 0.0068
Large-n shift, N1=N2: beta=1: -1/4, beta=4: 1/8 (2e^2/h)
Shift of T for beta=1, N1=N2=n (2e^2/h):
 n =   1: -0.16667
 n =   2: -0.20000
 n =   5: -0.22727
 n =  10: -0.23810
 n =  20: -0.24390
 n = 100: -0.24876
Conductance quantum 2e^2/h = 77.4809 microsiemens
Worked example N1=N2=5:
 beta=1: <T> = 2.2727, <G> = 176.09 microsiemens, shift -0.2273 = -17.61 microsiemens
 beta=2: <T> = 2.5000, <G> = 193.70 microsiemens, shift +0.0000 = +0.00 microsiemens
 beta=4: <T> = 2.6316, <G> = 203.90 microsiemens, shift +0.1316 = +10.19 microsiemens
Limit -1/4 in conductance: -19.37 microsiemens
```
